# Surface Charge and Band Bending at a Doped Semiconductor Electrode: a numerical check

```python
"""
Space charge of an n-type semiconductor electrode with both carriers.
Result under test:
    Q = sgn(y) n_b L sqrt(2 G(y)),
    G = exp(-y) + y - 1 + r (exp(y) - y - 1)
y   : upward band bending at the surface / thermal energy
n_b, p_b : bulk electron and hole densities, r = p_b / n_b
L   : screening length, L^2 = eps T / (4 pi n_b) in atomic units
The independent side solves the second-order Poisson-Boltzmann equation
on a mesh and integrates the charge density over the electrode.
Reduced charge means Q / (n_b L); reduced distance means x / L.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import lambertw, gamma, ai_zeros

# Rough typical parameters of germanium, and chosen conditions
EPS = 16.0
GAP_300 = 0.66            # eV
GAP_SLOPE = -0.0004       # eV/K
M_LONG, M_TRANS = 1.6, 0.08
M_HEAVY, M_LIGHT = 0.33, 0.043
DONORS = 1e15             # net donors, cm^-3
TEMP = 300.0              # K
HOLE_MOBILITY = 1900.0    # cm2/Vs
HOLE_LIFETIME = 1e-4      # s
DONOR_DEPTH = 0.01        # eV
HELMHOLTZ = 10.0          # uF/cm2
BENDS = {"accumulation": -0.15, "depletion": 0.13, "inversion": 0.35}

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
HBAR2_M = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm2


def bulk(temp):
    """Thermal energy (eV), band densities and carriers (cm^-3), L (nm)."""
    kt = const.k * temp / const.e
    unit = 2 * (const.m_e * const.k * temp
                / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
    nc = unit * 4 * np.sqrt(M_LONG * M_TRANS**2)
    nv = unit * (M_HEAVY**1.5 + M_LIGHT**1.5)
    gap = GAP_300 + GAP_SLOPE * (temp - 300)
    ni = np.sqrt(nc * nv) * np.exp(-gap / (2 * kt))
    n = DONORS / 2 + np.sqrt(DONORS**2 / 4 + ni**2)
    p = ni**2 / n
    n_atomic = n * (BOHR * 100)**3
    length = np.sqrt(EPS * kt / HARTREE / (4 * np.pi * n_atomic))
    return kt, nc, nv, ni, n, p, length * BOHR * 1e9


def g_function(y, r):
    return np.exp(-y) + y - 1 + r * (np.exp(y) - y - 1)


def charge_formula(y, r):
    return np.sign(y) * np.sqrt(2 * g_function(y, r))


def density(y, r):
    """Charge density / n_b from carriers and fixed donors."""
    return r * np.expm1(y) - np.expm1(-y)


def solve_profile(y_surface, r, cells=8000):
    """Newton solution of y'' = density(y) on a graded mesh."""
    x = 30 * np.sinh(6 * np.linspace(0, 1, cells + 1)) / np.sinh(6)
    h = np.diff(x)
    low = 2 / (h[:-1] * (h[:-1] + h[1:]))
    up = 2 / (h[1:] * (h[:-1] + h[1:]))
    y = y_surface * np.exp(-x)
    y[-1] = 0
    for _ in range(300):
        mid = y[1:-1]
        residual = (low * (y[:-2] - mid) + up * (y[2:] - mid)
                    - density(mid, r))
        band = np.zeros((3, cells - 1))
        band[0, 1:] = up[:-1]
        band[1] = -(low + up) - r * np.exp(mid) - np.exp(-mid)
        band[2, :-1] = low[1:]
        step = solve_banded((1, 1), band, -residual)
        y[1:-1] += np.clip(step, -1, 1)
        if np.max(np.abs(step)) < 1e-7:
            return x, y
    raise RuntimeError("Newton iteration did not converge")


def charge_solved(y_surface, r, cells=8000):
    x, y = solve_profile(y_surface, r, cells)
    return trapezoid(density(y, r), x)


def hole_share(y_surface, r):
    x, y = solve_profile(y_surface, r)
    return trapezoid(r * np.expm1(y), x) / trapezoid(density(y, r), x)


def close(a, b, tol):
    return abs(a / b - 1) < tol


kt, nc, nv, ni, n_b, p_b, length = bulk(TEMP)
r = p_b / n_b
y_of = {name: bend / kt for name, bend in BENDS.items()}
y_thr = np.log(1 / r)
y_cross = 1 - lambertw(-np.e * r, -1).real

# Screening length: atomic units against SI
length_si = np.sqrt(EPS * const.epsilon_0 * kt / (const.e * n_b * 1e6))
assert close(length, length_si * 1e9, 1e-6)

# First integral against the integrated charge density
for y_test in list(y_of.values()) + [y_thr, y_cross, -1.0, 1.0]:
    assert close(charge_solved(y_test, r), charge_formula(y_test, r), 1e-3)

# Limits against the integrated charge density, deep in each regime
assert close(charge_solved(0.01, 0.5), np.sqrt(1.5) * 0.01, 1e-3)
assert close(charge_solved(-12, r), -np.sqrt(2) * np.exp(6), 3e-3)
deep_depletion = charge_solved(15, 1e-12)
assert close(deep_depletion, np.sqrt(2 * 14), 1e-3)
assert not close(deep_depletion, np.sqrt(2 * 15), 2e-2)
assert close(charge_solved(18, r), np.sqrt(2 * r) * np.exp(9), 3e-3)
assert close(charge_solved(6, 1.0), 2 * np.sqrt(2) * np.sinh(3), 1e-3)

# Onset of inversion
assert close(charge_solved(y_thr, r)**2, 2 * (1 - r) * y_thr, 2e-3)
assert close(charge_solved(y_cross, r)**2, 4 * (y_cross - 1), 5e-3)
share_thr = hole_share(y_thr, r)
assert share_thr < 0.2 < 0.5 < hole_share(y_of["inversion"], r)


# Differential capacitance from differences of the solved charge
def capacitance_formula(y, ratio):
    return abs(density(y, ratio)) / np.sqrt(2 * g_function(y, ratio))


for y_test in y_of.values():
    slope = (charge_solved(y_test + 0.02, r)
             - charge_solved(y_test - 0.02, r)) / 0.04
    assert close(slope, capacitance_formula(y_test, r), 2e-3)
slope = (charge_solved(15.02, 1e-12) - charge_solved(14.98, 1e-12)) / 0.04
assert close(1 / slope**2, 2 * 14, 3e-3)


# Degeneracy: first integral with Fermi-Dirac carriers
def fermi(order, eta):
    def integrand(t):
        return 2 * t**(2 * order + 1) / (1 + np.exp(t * t - eta))
    value = quad(integrand, 0, 8, epsabs=0, epsrel=1e-9, limit=200)[0]
    return value / gamma(order + 1)


area = quad(lambda eta: fermi(0.5, eta), -5, -1)[0]
assert close(area, fermi(1.5, -1) - fermi(1.5, -5), 1e-6)


def charge_degenerate(y):
    eta_n, eta_p = np.log(n_b / nc), np.log(p_b / nv)
    fixed = nc * fermi(0.5, eta_n) - nv * fermi(0.5, eta_p)
    g = (nc * (fermi(1.5, eta_n - y) - fermi(1.5, eta_n))
         + nv * (fermi(1.5, eta_p + y) - fermi(1.5, eta_p))
         + fixed * y) / n_b
    return np.sign(y) * np.sqrt(2 * g)


# Confinement: levels in a given potential behind a hard wall
def levels(potential, mass, h):
    hop = HBAR2_M / (2 * mass * h * h)
    return eigh_tridiagonal(potential + 2 * hop,
                            -hop * np.ones(len(potential) - 1),
                            eigvals_only=True, lapack_driver="sterf")


z_test = np.arange(1, 1000) * 0.15
airy_level = (-ai_zeros(1)[0][0]
              * (HBAR2_M / (2 * M_HEAVY) * 0.004**2)**(1 / 3))
assert close(levels(0.004 * z_test, M_HEAVY, 0.15)[0], airy_level, 1e-3)


def sheet_ratio(name, carrier_sign, mass, h=0.15, box=300.0):
    """Quantum / classical excess sheet density, classical potential."""
    x, y = solve_profile(y_of[name], r)
    z = np.linspace(0, box, int(round(box / h)) + 1)
    well = carrier_sign * np.interp(z, x * length, y)
    energy = levels(-kt * well[1:-1], mass, h)
    wave = np.sqrt(2 * np.pi * HBAR2_M / (mass * kt))
    quantum = wave * np.sum(np.exp(-energy / kt))
    classical = trapezoid(np.exp(well), z)
    return (quantum - box) / (classical - box)


m_100 = 1 / (1 / (3 * M_LONG) + 2 / (3 * M_TRANS))
m_111 = 1 / (1 / (9 * M_LONG) + 8 / (9 * M_TRANS))
ratio_hole = sheet_ratio("inversion", 1, M_HEAVY)
ratio_hole_fine = sheet_ratio("inversion", 1, M_HEAVY, h=0.075)
ratio_100 = sheet_ratio("accumulation", -1, m_100)
ratio_111 = (sheet_ratio("accumulation", -1, M_LONG)
             + 3 * sheet_ratio("accumulation", -1, m_111)) / 4
assert abs(ratio_hole - ratio_hole_fine) < 5e-3

# Conversion of reduced charge to uC/cm2
unit_q = const.e * n_b * length * 1e-7 * 1e6
limit_of = {
    "accumulation": -np.sqrt(2) * np.exp(-y_of["accumulation"] / 2),
    "depletion": np.sqrt(2 * (y_of["depletion"] - 1)),
    "inversion": np.sqrt(2 * r) * np.exp(y_of["inversion"] / 2),
}

print(f"Ge, rough: permittivity {EPS:.0f}, gap {GAP_300:.2f} eV")
print(f"gap slope {GAP_SLOPE:.4f} eV/K")
print(f"electron masses {M_LONG}, {M_TRANS} m0")
print(f"hole masses {M_HEAVY}, {M_LIGHT} m0")
print(f"net donors {DONORS:.1e} cm^-3, T {TEMP:.0f} K")
print(f"thermal energy {kt:.5f} eV")
print(f"Nc {nc:.3e}, Nv {nv:.3e} cm^-3")
print(f"n_i {ni:.3e} cm^-3")
print(f"n_b {n_b:.4e}, p_b {p_b:.3e} cm^-3")
print(f"r = p_b/n_b {r:.3e}")
print(f"screening length L {length:.1f} nm")
print(f"charge unit e n_b L {unit_q:.6f} uC/cm2")
for name, y in y_of.items():
    q = charge_formula(y, r)
    field = abs(q) * unit_q * 1e-2 / (EPS * const.epsilon_0) * 1e-8
    print(f"{name}: bending {BENDS[name]:+.2f} eV, y {y:+.3f}")
    print(f"  G {g_function(y, r):.3f}, r exp(y) {r * np.exp(y):.3e}")
    print(f"  n_s {n_b * np.exp(-y):.3e}, "
          f"p_s {p_b * np.exp(y):.3e} cm^-3")
    print(f"  Q {q * unit_q:+.5f}, "
          f"limit {limit_of[name] * unit_q:+.5f} uC/cm2")
    print(f"  limit/full {limit_of[name] / q:.4f}, "
          f"field {field:.4f} MV/cm")
    print(f"  capacitance {capacitance_formula(y, r) * unit_q / kt:.4f}"
          f" uF/cm2, hole share {100 * hole_share(y, r):.2f} %")
width = length * np.sqrt(2 * (y_of["depletion"] - 1))
print(f"depletion width {width:.0f} nm")
print(f"p_s = n_b at y {y_thr:.3f}, bending {y_thr * kt:.4f} eV")
print(f"  hole share of charge there {100 * share_thr:.2f} %")
print(f"equal terms in Q^2: y {y_cross:.3f}, {y_cross * kt:.4f} eV")
q_inv = charge_formula(y_of["inversion"], r)
coarse = charge_solved(y_of["inversion"], r, 4000)
fine = charge_solved(y_of["inversion"], r, 8000)
print(f"solved/formula Q, inversion: 1 {fine / q_inv - 1:+.1e}")
print(f"  shift on halving mesh {fine / coarse - 1:+.1e} (relative)")

print("Neglected effects:")
for name in ("accumulation", "inversion"):
    y = y_of[name]
    change = charge_degenerate(y) / charge_formula(y, r) - 1
    print(f"degeneracy, {name}: |Q| {100 * change:+.2f} %")
print(f"confinement, holes: sheet {100 * (ratio_hole - 1):+.1f} %")
print(f"  mesh-halving shift "
      f"{100 * (ratio_hole_fine - ratio_hole):+.3f} % points")
print(f"confinement, electrons (100): {100 * (ratio_100 - 1):+.1f} %")
print(f"confinement, electrons (111): {100 * (ratio_111 - 1):+.1f} %")
kt_w, _, _, _, n_w, p_w, length_w = bulk(TEMP + 10)
q_warm = (charge_formula(BENDS["inversion"] / kt_w, p_w / n_w)
          * n_w * length_w)
print(f"10 K warmer, inversion: Q "
      f"{100 * (q_warm / (q_inv * n_b * length) - 1):+.1f} %")
neutral = 2 * n_b / nc * np.exp(DONOR_DEPTH / kt)
neutral = neutral / (1 + neutral)
print(f"neutral donors in bulk {100 * neutral:.3f} %"
      f" (depth {DONOR_DEPTH} eV)")
x, y = solve_profile(y_of["depletion"], r)
exponent = (2 * length * np.sqrt(2 * m_100 * kt / HBAR2_M)
            * trapezoid(np.sqrt(np.maximum(y, 0)), x))
print(f"depletion barrier: tunnelling exponent {exponent:.0f}")
print(f"gap minus largest bending {GAP_300 - BENDS['inversion']:.2f} eV")
q_abs = q_inv * unit_q
print(f"Helmholtz drop {q_abs / HELMHOLTZ:.4f} V"
      f" at {HELMHOLTZ:.0f} uF/cm2")
states = q_abs * 1e-6 / const.e / BENDS["inversion"]
print(f"surface states of equal charge {states:.2e} cm^-2 eV^-1")
supply = (const.e * p_b * np.sqrt(HOLE_MOBILITY * kt / HOLE_LIFETIME)
          * 1e6)
print(f"hole mobility {HOLE_MOBILITY:.0f} cm2/Vs,"
      f" lifetime {HOLE_LIFETIME:.0e} s")
print(f"limiting hole current {supply:.1f} uA/cm2")
hole_charge = q_abs * hole_share(y_of["inversion"], r)
print(f"time to supply inversion holes {1e3 * hole_charge / supply:.2f} ms")
print("tests ok")
```

Running it gives:

```
Ge, rough: permittivity 16, gap 0.66 eV
gap slope -0.0004 eV/K
electron masses 1.6, 0.08 m0
hole masses 0.33, 0.043 m0
net donors 1.0e+15 cm^-3, T 300 K
thermal energy 0.02585 eV
Nc 1.016e+19, Nv 4.981e+18 cm^-3
n_i 2.034e+13 cm^-3
n_b 1.0004e+15, p_b 4.134e+11 cm^-3
r = p_b/n_b 4.133e-04
screening length L 151.2 nm
charge unit e n_b L 0.002423 uC/cm2
accumulation: bending -0.15 eV, y -5.802
  G 324.246, r exp(y) 1.248e-06
  n_s 3.312e+17, p_s 1.249e+09 cm^-3
  Q -0.06170, limit -0.06234 uC/cm2
  limit/full 1.0104, field 0.0436 MV/cm
  capacitance 1.2147 uF/cm2, hole share 0.00 %
depletion: bending +0.13 eV, y +5.029
  G 4.096, r exp(y) 6.311e-02
  n_s 6.551e+12, p_s 6.314e+13 cm^-3
  Q +0.00693, limit +0.00688 uC/cm2
  limit/full 0.9918, field 0.0049 MV/cm
  capacitance 0.0346 uF/cm2, hole share 0.89 %
inversion: bending +0.35 eV, y +13.539
  G 325.830, r exp(y) 3.133e+02
  n_s 1.320e+09, p_s 3.134e+17 cm^-3
  Q +0.06185, limit +0.06065 uC/cm2
  limit/full 0.9806, field 0.0437 MV/cm
  capacitance 1.1539 uF/cm2, hole share 82.53 %
depletion width 429 nm
p_s = n_b at y 7.791, bending 0.2014 eV
  hole share of charge there 7.27 %
equal terms in Q^2: y 9.987, 0.2582 eV
solved/formula Q, inversion: 1 +4.4e-07
  shift on halving mesh -1.3e-06 (relative)
Neglected effects:
degeneracy, accumulation: |Q| -0.29 %
degeneracy, inversion: |Q| -0.52 %
confinement, holes: sheet -15.7 %
  mesh-halving shift -0.022 % points
confinement, electrons (100): -21.3 %
confinement, electrons (111): -19.4 %
10 K warmer, inversion: Q +38.3 %
neutral donors in bulk 0.029 % (depth 0.01 eV)
depletion barrier: tunnelling exponent 484
gap minus largest bending 0.31 eV
Helmholtz drop 0.0062 V at 10 uF/cm2
surface states of equal charge 1.10e+12 cm^-2 eV^-1
hole mobility 1900 cm2/Vs, lifetime 1e-04 s
limiting hole current 46.4 uA/cm2
time to supply inversion holes 1.10 ms
tests ok
```
